# Transmission of a tight-binding chain with a side-coupled site

## The problem

An electron moves on an infinite chain of sites $n=\dots,-1,0,1,\dots$. Every chain site has energy zero, and neighbouring sites are joined by the hopping matrix element $-t$ with $t>0$. One further site, the side site, has energy $e_d$ and is joined to chain site 0 alone, by a real matrix element $V\neq 0$. Electrons do not interact, and spin plays no part. Hartree atomic units are used, so $\hbar=1$; lengths are counted in sites.

With $\psi_n$ the amplitude on chain site $n$ and $d$ the amplitude on the side site, the stationary Schrödinger equation reads

$$E\psi_n=-t(\psi_{n+1}+\psi_{n-1})+\delta_{n0}Vd,\qquad E\,d=e_d\,d+V\psi_0. \tag{1}$$

A wave comes in from the left with an energy inside the band, $|E|<2t$.

(a) Find the transmission probability $T(E)$.

(b) At which energies inside the band does $T$ vanish?

(c) A Fano profile is a curve

$$T=T_b\,\frac{(\varepsilon+q)^2}{\varepsilon^2+1},\qquad \varepsilon=\frac{E-E_r}{h}, \tag{2}$$

with background $T_b$, centre $E_r$, half-width $h>0$ and shape parameter $q$. Which $q$ belongs to this system, and how accurate is the identification?

(d) Chain site 0 is now given an energy $W$. What happens to the zeros and to $q$?

Evaluate the results for $t=0.05$, $e_d=0.06$ and $V=0.01$ hartree, with $W=0.08$ hartree in part (d). These are round model parameters.

## A tempting solution, which is wrong

Far from site 0 the chain carries plane waves $e^{ikn}$. Inserting one into (1) gives

$$E=-t(e^{ik}+e^{-ik})=-2t\cos k,\qquad v=\frac{dE}{dk}=2t\sin k=\sqrt{4t^2-E^2}, \tag{3}$$

where $0<k<\pi$ makes the group velocity $v$ positive.

The side site is a discrete level coupled to a continuum, so it has a finite lifetime. Its decay rate follows from the golden rule. On a ring of $N$ sites the normalized waves are $e^{ikn}/\sqrt N$, and each couples to the side site with strength $V/\sqrt N$. The allowed $k$ have density $N/2\pi$, and two values, $k$ and $-k$, belong to each energy. The density of states is therefore $2\cdot N/(2\pi v)$, and the rate is

$$\Gamma=2\pi\,\frac{V^2}{N}\,\frac{2N}{2\pi v}=\frac{2V^2}{v}. \tag{4}$$

By symmetry the electron leaves to the left and to the right with equal rates, $\Gamma_L=\Gamma_R=\Gamma/2$. The Breit–Wigner formula for passage through a resonant level then gives

$$T\overset{?}{=}\frac{\Gamma_L\Gamma_R}{(E-e_d)^2+(\Gamma/2)^2}=\frac{\gamma^2}{(E-e_d)^2+\gamma^2},\qquad \gamma=\frac{\Gamma}{2}=\frac{V^2}{v}. \tag{5}$$

The transmission would be complete at $E=e_d$ and would have no zero inside the band. With $\varepsilon=(E-e_d)/\gamma$ the curve is $1/(1+\varepsilon^2)$. This is the limit $q\to\infty$ of (2), taken with $T_bq^2=1$.

## Where the fault lies

Let $V$ go to zero at a fixed energy $E\neq e_d$. Then $\gamma\to0$, and (5) gives $T\to0$. But a chain without a side site is perfectly regular, and its plane waves pass site 0 with $T=1$. Formula (5) has the wrong limit.

The golden-rule rate is not to blame. The fault is the use of the Breit–Wigner formula, which describes a level standing in series between two leads, so that an electron can cross only by way of the level. Here an electron can also go straight from site $-1$ through site 0 to site 1. The amplitude of this direct path must be added to that of the detour over the side site before the modulus is squared. Formula (5) keeps the detour and drops the direct path. The solution of (1) will show what (5) really describes.

## (a) The transmission

To the left of site 0 there is an incident wave of unit amplitude and a reflected wave. To the right there is an outgoing wave:

$$\psi_n=e^{ikn}+r\,e^{-ikn}\quad(n\le0),\qquad \psi_n=\tau\,e^{ikn}\quad(n\ge0). \tag{6}$$

Both forms hold at $n=0$. The equation for site $-1$ contains no side site, so it is satisfied by the left-hand form when that form is continued to its neighbour, site 0. The same holds for site 1 and the right-hand form. Equating the two expressions for $\psi_0$ gives

$$1+r=\tau. \tag{7}$$

All chain equations except the one at site 0 are now satisfied. Take first $E\neq e_d$. The second equation of (1) gives $d=V\psi_0/(E-e_d)$, and therefore

$$Vd=U\psi_0,\qquad U(E)=\frac{V^2}{E-e_d}. \tag{8}$$

The chain feels the side site as an energy-dependent potential $U$ on site 0. It is negative (attractive) below $e_d$ and positive (repulsive) above, and its magnitude grows without limit as $E$ approaches $e_d$.

In the equation for site 0 we need $\psi_0=\tau$, $\psi_1=\tau e^{ik}$ and, with $r=\tau-1$ from (7), $\psi_{-1}=e^{-ik}+(\tau-1)e^{ik}$. Thus

$$E\tau=-t\left[\tau e^{ik}+e^{-ik}+(\tau-1)e^{ik}\right]+U\tau
=-2t\tau e^{ik}+t\left(e^{ik}-e^{-ik}\right)+U\tau.$$

The term without $\tau$ is $t\cdot2i\sin k=iv$. Collecting the terms with $\tau$ on the left gives

$$\left(E+2te^{ik}-U\right)\tau=iv.$$

By (3), $E+2te^{ik}=-2t\cos k+2t\cos k+2it\sin k=iv$. Hence

$$\tau=\frac{iv}{iv-U}=\frac{1}{1+iU/v}, \tag{9}$$

where the last step divides numerator and denominator by $iv$ and uses $-1/i=i$. With $U/v=\gamma/(E-e_d)$ this becomes

$$\tau=\frac{E-e_d}{E-e_d+i\gamma},\qquad \gamma(E)=\frac{V^2}{v(E)}. \tag{10}$$

The velocity is the same on both sides, so the ratio of transmitted to incident current is $|\tau|^2$:

$$T(E)=\frac{(E-e_d)^2}{(E-e_d)^2+\gamma(E)^2}. \tag{11}$$

When $V\to0$ at fixed $E\ne e_d$, this tends to 1, as it must.

The reflection amplitude follows from (7):

$$r=\tau-1=\frac{-i\gamma}{E-e_d+i\gamma},\qquad |r|^2=\frac{\gamma^2}{(E-e_d)^2+\gamma^2}. \tag{12}$$

The sum $|r|^2+|\tau|^2$ is 1, so current is conserved. Moreover, $|r|^2$ is the expression (5), provided $\gamma$ in (5) is taken at the energy $E$ of the wave. With the golden-rule value $\gamma(e_d)$ the two agree near $e_d$ for a narrow level, but not near the band edges. The tempting solution computed the reflection. The reason can be read from $\tau=1+r$. The side site sends out waves of equal amplitude $r$ to both sides. On the left this wave is the whole reflected wave, but on the right it is added to the direct wave, whose amplitude is 1.

## (b) The zero

For $|E|<2t$ the width $\gamma(E)$ is finite and positive. By (11), $T$ is then nonzero at every energy $E\neq e_d$ inside the band. The energy $E=e_d$ was excluded in (8), where we divided by $E-e_d$, so it needs its own treatment. Let $|e_d|<2t$ and put $E=e_d$ in the second equation of (1). The terms with $d$ cancel, and what remains is

$$V\psi_0=0\quad\Rightarrow\quad\psi_0=0, \tag{13}$$

because $V\neq0$. Since $\psi_0=\tau=1+r$, we have $\tau=0$ and $r=-1$. **The transmission vanishes exactly at the energy of the side site**, for any nonzero $V$, and at no other energy inside the band.

The amplitude $d$ is fixed by the equation for site 0. With $\psi_0=\psi_1=0$ and $\psi_{-1}=e^{-ik}-e^{ik}=-2i\sin k$ it reads

$$0=-t(-2i\sin k)+Vd=iv+Vd\quad\Rightarrow\quad d=-\frac{iv}{V}. \tag{14}$$

The side site is occupied, while the chain site below it is a node. In the language of the two paths, the wave emitted by the side site has amplitude $r=-1$ at this energy and cancels the direct wave on the right.

Three cases need separate mention.

- If $|e_d|\ge 2t$, the energy $e_d$ is not inside the band, and $T$ has no zero inside the band.
- At a band edge that does not coincide with $e_d$, $v\to0$ and $\gamma\to\infty$, so $T\to0$. The reason is that $U$ stays nonzero at the edge while $v$ vanishes in (9); $E$ need not be near $e_d$. Without the side site, $U=0$ and $T=1$ right up to the edge.
- If the side site loses electrons to some other channel, one may model the loss by replacing $e_d$ with $e_d-i\eta$, $\eta>0$. At $E=e_d$ this gives $U=V^2/(i\eta)=-iV^2/\eta$. By (9), $\tau=1/(1+\gamma/\eta)$, and $T=\eta^2/(\eta+\gamma)^2$ is no longer zero.

## (c) The Fano parameter

Divide numerator and denominator of (11) by $\gamma^2$:

$$T=\frac{\varepsilon^2}{\varepsilon^2+1},\qquad \varepsilon=\frac{E-e_d}{\gamma(E)}. \tag{15}$$

Comparison with (2) gives $T_b=1$ and

$$q=0.$$

For a narrow level away from the band edges, the profile is a dip in an otherwise nearly open channel. It falls to one half at $\varepsilon=\pm1$, so its full width is close to $\Gamma=2\gamma(e_d)$ when $\gamma$ changes little across the dip. Because $\varepsilon$ returns to zero at the band edges, $T$ also passes through one half close to each edge. For strong coupling, or for $e_d$ near an edge, $T$ may stay below one half on one whole side of $e_d$.

Equation (15) is exact, but its $\varepsilon$ contains a width that depends on energy, whereas (2) has a constant $h$. To see what this costs, write $x=E-e_d$ and expand the width about $e_d$:

$$\gamma(E)\approx\gamma_0+\gamma_0'x,\qquad \gamma_0=\gamma(e_d),\qquad
\gamma_0'=\left.\frac{d}{dE}\frac{V^2}{\sqrt{4t^2-E^2}}\right|_{e_d}=\frac{V^2e_d}{v_0^3}, \tag{16}$$

with $v_0=v(e_d)$. Equation (11) then takes the form

$$T=\frac{1}{1+(\gamma/x)^2}\approx\frac{1}{1+(w+g/x)^2},\qquad w=\gamma_0',\quad g=\gamma_0. \tag{17}$$

This can be brought to the form (2) for any constant $w$ and any $g>0$. Multiply numerator and denominator by $x^2$ and complete the square in the denominator:

$$x^2+(wx+g)^2=(1+w^2)\left[x^2+\frac{2wg}{1+w^2}x+\frac{g^2}{1+w^2}\right]
=(1+w^2)\left[(x+wh)^2+h^2\right],\qquad h=\frac{g}{1+w^2}.$$

The last term is $h^2$ because

$$\frac{g^2}{1+w^2}-w^2h^2=\frac{g^2(1+w^2)-w^2g^2}{(1+w^2)^2}=\frac{g^2}{(1+w^2)^2}=h^2.$$

Now set $\varepsilon=(x+wh)/h$, so that $x=h(\varepsilon-w)$. The factors $h^2$ cancel, and

$$T=\frac{1}{1+w^2}\,\frac{(\varepsilon-w)^2}{\varepsilon^2+1},\qquad q=-w. \tag{18}$$

A Fano curve of constant width therefore has, to first order in the variation of $\gamma$,

$$q\approx-\gamma_0'=-\frac{V^2e_d}{v_0^3}. \tag{19}$$

This is zero at the band centre, $e_d=0$, and elsewhere vanishes as $V^2$ for weak coupling. So $q=0$ holds with the local width $\gamma(E)$, and with a constant width it is the weak-coupling result. The step from (17) to (18) is exact, so the error lies in (16), which drops the term $\tfrac12\gamma_0''x^2$ with $\gamma_0''=V^2/v_0^3+3V^2e_d^2/v_0^5$. Across the dip, $|x|\sim\gamma_0$, this term is, relative to $\gamma_0$, of size $\tfrac12\gamma_0\gamma_0''=\tfrac12\left[(\gamma_0/v_0)^2+3\gamma_0'^2\right]$. The approximation therefore requires both $\gamma_0\ll v_0$ and $|\gamma_0'|\ll1$. The second condition fails when $e_d$ comes so close to a band edge that $v_0^3$ is no longer large compared with $V^2|e_d|$. This estimate concerns the width in the line shape. The relative error of a fitted $q$, itself a small number, can be much larger, and it grows with the energy range included in the fit.

## (d) An energy on chain site 0

The term $W\psi_0$ is added to the right-hand side of the equation for site 0. For $E\neq e_d$ this replaces $U$ by $W+V^2/(E-e_d)$, and (9) holds as before:

$$T=\frac{1}{1+(U/v)^2}=\frac{1}{1+\left(W/v+\gamma/x\right)^2}. \tag{20}$$

This is the form (17) with $w=W/v$ and $g=\gamma$. By (18),

$$q=-\frac{W}{v},\qquad T_b=\frac{1}{1+q^2},\qquad h=\frac{\gamma}{1+q^2}, \tag{21}$$

where $v$ and $\gamma$ are again taken at the energy considered. For a curve with constant parameters, the variation of $v$ and $\gamma$ shifts $q$ by an amount of the order of $\gamma_0'$, as in part (c). For $|W|\ll v_0$ the expansion (16) gives $w\approx W/v_0+\gamma_0'$, so $q\approx-W/v_0-\gamma_0'$, and the second term can be neglected only when $|W|/v_0\gg|\gamma_0'|$.

For $|e_d|<2t$ the zero does not move. The side-site equation does not contain $W$, so (13) still gives $\psi_0=0$ at $E=e_d$; at other energies inside the band $U$ is finite and $T>0$. The profile, however, is in general asymmetric, and strongly so when $|W|$ is comparable with $v$. For $W\ne0$ the two parts of $U$ cancel at

$$E=e_d-\frac{V^2}{W}, \tag{22}$$

and there $T=1$, provided this energy lies inside the band. A zero at $e_d$ is therefore not enough to conclude that $q=0$. With the local width $\gamma(E)$, $q$ vanishes in part (c) because the direct path alone transmits without scattering.

## Numbers

At $E=e_d$ the velocity is $v_0=\sqrt{4(0.05)^2-(0.06)^2}=\sqrt{0.0064}=0.0800$ sites per atomic unit of time. The widths are

$$\gamma_0=\frac{(0.01)^2}{0.0800}=0.00125\ \text{hartree},\qquad \Gamma=2\gamma_0=0.00250\ \text{hartree}=0.0680\ \text{eV}.$$

At the zero, $|d|=v_0/V=0.0800/0.01=8.00$, for an incident wave of unit amplitude.

The transmission near the dip, obtained by solving the linear equations (1) and (6) numerically, is:

| $(E-e_d)/\gamma_0$ | $\varepsilon$ | $T$ |
|---|---|---|
| $-3$ | $-3.100$ | 0.906 |
| $-1$ | $-1.012$ | 0.506 |
| $0$ | $0$ | 0 |
| $1$ | $0.988$ | 0.494 |
| $3$ | $2.889$ | 0.893 |

In the last row, for example, $T=2.889^2/(1+2.889^2)=8.346/9.346=0.893$. The two sides differ slightly because $e_d$ lies above the band centre, where $v$ falls and $\gamma$ rises with energy. A numerical root search for $T=1/2$ on the two flanks of the dip gives the energies 0.058764 and 0.061265 hartree. Their distance is 0.002501 hartree, close to $\Gamma$.

The slope of the width is $\gamma_0'=(0.01)^2(0.06)/(0.0800)^3=0.0117$, so (19) predicts $q\approx-0.0117$. A least-squares fit of (2), with $T_b$, $q$, $E_r$ and $h$ constant but free, to the computed transmission within $3\gamma_0$ of $e_d$ gives $q=-0.0118$. With $V$ halved, the fit gives $-0.0029$, a quarter of this, as the factor $V^2$ requires. The last digit depends on the range fitted: within $10\gamma_0$ the fit at $V=0.01$ gives $-0.0120$. At $V=0.025$ the fit within $3\gamma_0$ gives $-0.091$, against $-0.073$ from (19).

With $W=0.08$ hartree, $q=-0.08/0.0800=-1.00$ at $e_d$; a fit with constant parameters within $3\gamma_0$ gives $-1.01$. Full transmission occurs at $0.06-(0.01)^2/0.08=0.05875$ hartree, which is $e_d-\gamma_0$. On the other side, at $e_d+\gamma_0$, the transmission is only 0.196.

A real electron arrives as a wave packet with a spread of energies, so it is not stopped completely even when its mean energy is near $e_d$. Take $W=0$ and a Gaussian packet with wave number centred at the value belonging to $e_d$, whose position probability has standard deviation 60 sites. Its wave numbers have standard deviation $1/(2\cdot60)=0.0083$ per site, and its energies about $0.0800\cdot0.0083=0.0007$ hartree, roughly half of $\gamma_0$. Each component is transmitted with its own amplitude $\tau$, so the transmitted probability is the average of $T$ over the wave-number distribution, which is 0.1714. Propagating the packet in time on a chain of 1601 sites, by numerical diagonalization of the Hamiltonian, also gives 0.1714.

The same chain shows the other meaning of $\Gamma$. An electron placed on the side site at time zero leaves it with a rate of 0.00250 per atomic unit of time, found from a straight-line fit to the logarithm of its occupation between times 100 and 900. To the digits shown this is the golden-rule rate (4), which is a weak-coupling result and loses accuracy for larger $V$ or for $e_d$ near a band edge. The tempting solution had the right lifetime; what it lacked was the direct wave.
